Oxide-trap depth from the gate dependence of capture and emission times

**The decision**

A two-level telegraph signal has been recorded at several gate voltages, and the mean times at the two levels are known. To turn the slope of the logarithm of their ratio into a trap depth, one must decide whether to multiply the normalized slope by the insulator thickness, or first to correct for the movement of the channel potential. In the model device below, the uncorrected depth is 8% too large at a gate voltage of 2.0 V, above threshold, and nearly five times the true depth at 0.1 V, below threshold. The correction needs one further quantity, the gate capacitance as a fraction of the insulator capacitance.

**1. Simplest case: the channel is a perfect conductor**

Let an insulator of thickness t separate a grounded channel at z = 0 from a metal gate at z = t. A trap at depth x, counted from the channel, exchanges single electrons with the channel and with nothing else. The elementary charge e is positive. The mean time for which the trap stays empty before capture is τc, and the mean time for which it stays filled before emission is τe.

The channel is in equilibrium with Fermi level E_F, which requires a small drain bias. The empty trap is taken to have one state and the filled trap two spin states of equal energy. Let E_T be the energy needed to put an electron into one of these spin states. The statistical weights are then 1 for empty and w for each filled state, with

w = exp[−(E_T − E_F)/kT].

The trap alternates between empty and filled, so over a long record the filled fraction of time is τe/(τc + τe). In equilibrium it is also 2w/(1 + 2w). Equating the two gives

τe(1 + 2w) = 2w(τc + τe), hence τe = 2wτc,

τc/τe = (1/2) exp[(E_T − E_F)/kT].  (1)

Raising the trap level makes the wait for capture longer relative to the stay. A different degeneracy would replace the factor 1/2 by another constant, which affects no slope.

With no charge in the insulator, the potential rises linearly from 0 at the channel to V at the gate, so φ(x) = (x/t)V. An electron has potential energy −eφ, and therefore

E_T − E_F = ε0 − e(x/t)V.

Here ε0 is the trap level at zero field. It is a transition level: it contains the lattice relaxation after capture and the energy of the trap charge in its own image field. Both are assumed independent of bias. Define the normalized slope

s = −(kT/e) d ln(τc/τe)/dV.  (2)

For the perfect conductor s = x/t. The end points make sense: a trap at the channel keeps its level fixed to E_F and has s = 0, while a trap at the gate follows the full gate voltage and has s = 1.

**2. Do tunnelling and relaxation spoil the ratio?**

The two times separately depend on the tunnelling barrier and on the activation energy set by lattice relaxation, both of which change with gate voltage even when the relaxation energy itself is fixed. To see what survives in the ratio, write the capture rate into one spin state and the emission rate as integrals over the channel energy E:

k_c = ∫ A(E) f(E) G(E_T − E) dE,

k_e = ∫ A(E) [1 − f(E)] G(E − E_T) dE.

A(E) contains the density of states per spin and the tunnelling probability, which is the same in both directions. The Fermi function is f(E) = 1/{1 + exp[(E − E_F)/kT]}. For a classical harmonic lattice with relaxation energy λ, the probability of reaching the crossing point for a transition with energy change δ follows

G(δ) ∝ exp[−(λ + δ)²/(4λkT)].

Put δ = E_T − E for capture; emission then has −δ. The ratio of the two factors is

G(−δ)/G(δ) = exp{[(λ + δ)² − (λ − δ)²]/(4λkT)} = exp(δ/kT),

because the difference of squares is 4λδ. The Fermi function obeys 1 − f = f exp[(E − E_F)/kT]. Inserting both relations in the emission integral gives the exponent

(E_T − E)/kT + (E − E_F)/kT = (E_T − E_F)/kT.

The channel energy has cancelled, so the exponential can be taken outside the integral:

k_e = k_c exp[(E_T − E_F)/kT].

The empty trap can capture into either spin state, so τc = 1/(2k_c), while τe = 1/k_e. Their ratio is k_e/(2k_c), which is equation (1) again, now with barrier and relaxation included.

Numerical integration of the rates shows the cancellation. At V = 2.0 V in the example below, τc = 0.159 s and τe = 0.216 s. Raising λ from 0.5 to 0.8 eV, with the prefactor of G held fixed, lengthens them to 2.76 s and 3.77 s, and raising the barrier from 3.0 to 3.5 eV instead gives 1.28 s and 1.75 s. The ratio is 0.733 in all three cases.

One time alone is no substitute for the ratio. At the same voltage ln τc has slope −4.485 V⁻¹ and ln τe has slope +3.891 V⁻¹. Using the first alone in (2) would give 0.02585 × 4.485 = 0.116, whereas the ratio gives 0.02585 × 8.376 = 0.2165.

**3. General case: the channel potential moves**

A real channel needs a change of potential to take up charge. Let u be the channel potential, with the zero of V chosen so that the insulator field vanishes when V = u. Laplace's equation between the two surfaces now gives

φ(x) = u + (x/t)(V − u),  (3)

E_T − E_F = ε0 − e[u + (x/t)(V − u)],

where ε0 is the level at u = 0 and zero field. The Fermi level stays fixed because the channel is grounded; the band edge and the trap level move relative to it.

Let u′ = du/dV. Differentiating the logarithm of (1) and using (2),

s = u′ + (x/t)(1 − u′).  (4)

The unknown u′ can be measured. The gate charge per area is C_ins(V − u), with C_ins = ε/t and ε the permittivity of the insulator. The gate capacitance per area is its derivative, C_G = C_ins(1 − u′). With

c = C_G/C_ins = 1 − u′,

equation (4) becomes

s = (1 − c) + c(x/t) = 1 − c(1 − x/t),

and solving for the depth gives

x/t = 1 − (1 − s)/c.  (5)

Nothing was assumed here about how the semiconductor stores its charge. Depletion charge, if present, is part of C_G, provided that u is the potential at the insulator surface. C_G must be the static capacitance: if interface states follow the slow steps of the gate voltage but not a fast capacitance signal, the measured c is too small, and so is the inferred depth.

The uncorrected estimate is x_simple = st. Subtracting x from it,

x_simple − x = t(1 − c) + cx − x = (1 − c)(t − x).  (6)

The error is never negative for 0 ≤ c ≤ 1, and it is largest for traps near the channel. A trap right at the channel has s = 1 − c, not zero, because its level moves with the surface potential.

**4. A channel for which c can be calculated**

Take a two-dimensional channel with one subband, constant density of states D per energy and area (both spins), and a band edge at E_c = E_F + Δ − eu. Filling it gives the electron density

n = D kT ln{1 + exp[(eu − Δ)/kT]}.

If the region behind the channel is free of field and charge, Gauss's law gives C_ins(V − u) = en. Differentiate both sides with respect to V:

C_ins(1 − u′) = C_q u′, where C_q = e dn/du = e²D f(E_c).

C_q is the quantum capacitance. Solving for u′ and then for c,

u′ = C_ins/(C_ins + C_q), c = C_q/(C_ins + C_q).  (7)

First limit: far below threshold f(E_c) is exponentially small, so C_q ≪ C_ins and c → 0. Then s → 1 for every depth. The channel potential follows the gate, the insulator field hardly changes, and the trap level moves with the gate voltage wherever the trap sits. The slope has lost the depth information. This limit belongs to the model without charge behind the channel; depletion charge keeps c finite below threshold.

Second limit: far above threshold f(E_c) → 1 and C_q saturates at e²D. Within this one-subband model c therefore approaches a value below 1, and part of the error (6) remains at any voltage. The floor is 1 − c = C_ins/(C_ins + e²D), which grows as the insulator is thinned: with the permittivity and mass of section 5 it is 0.010 for 10 nm and 0.034 for 3 nm, the latter an error of 14% of the depth at x/t = 0.2.

**5. Numbers for a model device**

The parameters are round values: t = 10 nm, relative permittivity 4, x = 2 nm, T = 300 K, channel mass 0.5 electron masses, Δ = 0.30 eV and ε0 = 0.65 eV. They give kT/e = 25.85 mV and C_ins = 3.542 mF/m².

At V = 2.0 V the self-consistent channel potential is u = 0.3001 V. Equation (3) gives

φ(x) = 0.3001 + 0.2 × (2.0 − 0.3001) = 0.6401 V,

so E_T − E_F = 0.6500 − 0.6401 = 0.0099 eV. Equation (1) then gives τc/τe = (1/2) exp(9.89/25.85) = 0.733, in agreement with the integrated rates.

The quantum capacitance at this voltage is 167.78 mF/m². Hence

c = 167.78/(3.542 + 167.78) = 0.97933,

s = 1 − 0.97933 × 0.8 = 0.2165.

The simple depth is 2.165 nm. The error predicted by (6) is 0.02067 × 8 nm = 0.165 nm, or 8% of the true depth. Equation (5) returns 2.000 nm.

At other voltages, with s and c obtained by numerical differentiation:

V = 0.1 V: c = 0.038, simple depth 9.69 nm
V = 0.5 V: c = 0.904, simple depth 2.77 nm
V = 1.0 V: c = 0.961, simple depth 2.32 nm
V = 3.0 V: c = 0.984, simple depth 2.13 nm

The corrected depth is 2.000 nm in each row, because ε0 is held independent of bias in the model; section 10 gives the size of the term this leaves out. At 2.0 V the band edge lies almost at E_F, so C_q is about half its ceiling. The ceiling e²D is 335 mF/m², which leaves 1 − c near 0.010 and an error of about 0.08 nm in the limit of high voltage. The limit is formal, since 10 V across this insulator already means a field near 10 MV/cm, where common gate oxides break down.

The recovery at 0.1 V relies on noise-free data. For this particular trap the signal could not be recorded there at all: τc/τe is about 9 × 10⁸ and τc about 1.7 × 10⁶ s. Since s and c do not depend on ε0, the low-voltage rows describe a trap of the same depth whose level crosses E_F near that voltage. From (5), an error δs in the slope changes the depth by tδs/c. For δs = 0.005 this is 0.05 nm at 2.0 V but 1.3 nm at 0.1 V. An error δc changes the depth by (t − x)δc/c, so a 1% relative error in c costs 0.08 nm at any voltage.

**6. Fixed charge in the insulator**

A uniform field is a stronger condition than the inversion needs. Suppose a fixed sheet of charge σ per area lies at depth b > x. By superposition, add to (3) the potential φ_f of the sheet with both surfaces held at zero. It rises with some slope a up to the sheet and falls to zero at the gate with slope −ab/(t − b). The jump in slope at the sheet is σ/ε:

a + ab/(t − b) = at/(t − b) = σ/ε, so φ_f(x) = ax = σx(t − b)/(εt).

This term does not depend on V or u and drops out of the derivative. The gate charge changes by a constant, which drops out of C_G. Equation (5) therefore stands, with s and c measured in the presence of the charge. What must be uniform is the change of field with gate voltage.

For 10¹⁶ positive elementary charges per m² at b = 6 nm, ln(τc/τe) at 2.0 V shifts by −1.512. Its main part can be checked by hand. Without the sheet, 3.758 × 10¹⁶ electrons per m² correspond to V − u = 1.700 V, so 10¹⁶ charges per m² correspond to 0.452 V. Then φ_f(x) = 0.452 × 0.2 × 0.4 = 0.036 V, which contributes −1.40. The rest comes from the rise of u, since the sheet also attracts electrons into the channel. The slope is now s = 0.2155 with c = 0.9807, and the inferred depth is still 2.000 nm.

A layered insulator needs two changes. C_ins becomes the capacitance per area of the whole stack. The displacement field is uniform, so x/t in (3) is replaced by the fraction of V − u dropped between channel and trap. Equation (5) then yields that fraction, and the layer permittivities are needed to convert it to a distance.

**7. Exchange with the gate**

If the trap exchanges electrons with the gate alone, E_F in (1) is replaced by the gate Fermi level, which is −eV plus a constant. The derivative acquires an additional +e/kT:

d ln(τc/τe)/dV = (e/kT)(1 − s) = (e/kT) c(1 − x/t).

Here s is the value that channel exchange would have given, from (4). The sign is now positive: raising V lowers the gate Fermi level faster than the trap level. At 2.0 V the slope is 0.9793 × 0.8/0.02585 V = +30.3 V⁻¹, compared with −8.4 V⁻¹ for channel exchange. This value is formal: the trap of the example is 8 nm from the gate and 2 eV above its Fermi level, so it would show no such signal. If only one electrode takes part, the sign identifies it once it is known which current level belongs to the empty trap; swapping the labels inverts the ratio and reverses the sign.

If both electrodes contribute, their rates add:

τc/τe = (k_e,ch + k_e,g)/[2(k_c,ch + k_c,g)].

This is an average of the two single-electrode ratios, weighted by the capture rates. The weights depend on barrier, relaxation and voltage, so the cancellation of section 2 is lost and (5) no longer applies. A negative slope does not rule this case out. In the same model with t = 4 nm, x = 2 nm and a metal gate given the same rate prefactor, at V = 1.0 V nearly every electron is captured from the channel and emitted to the gate; the slope stays negative, with s = 0.25 in place of the channel-only value 0.525.

**8. The trap level**

The slope gives the depth, and the position of the curve on the voltage axis gives the energy. When τc = τe, equation (1) requires E_T − E_F = kT ln 2, so

ε0 = eφ(x) + kT ln 2.

In the example the times are equal at V = 1.963 V, where φ(x) = 0.6321 V. Adding kT ln 2 = 17.9 meV gives ε0 = 0.650 eV. This step needs u itself, not just its derivative, and it needs the degeneracy: leaving out the factor 2 would shift the level by 17.9 meV. Fixed charge, which cancels in the depth, does not cancel here: φ(x) must include the term φ_f of section 6. For the sheet used there, omitting it would put the level 36 meV too low.

**9. Finite records**

For a two-state trap with constant rates, each kind of dwell time is exponentially distributed, with a standard deviation equal to its mean. The average of N dwells has relative variance 1/N, and for large N this is also the variance of its logarithm. Capture and emission dwells are independent, so ln(τc/τe) has variance 2/N at each voltage. A straight-line fit over voltages V_i with mean V̄ then gives

σ_s = (kT/e) √(2/N) / √[Σ(V_i − V̄)²], σ_x = tσ_s/c,

where c is treated as known.

Nine voltages from 1.8 to 2.2 V have Σ(V_i − V̄)² = 0.150 V². With N = 400,

σ_s = 0.02585 × 0.0707/0.387 = 0.0047,

σ_x = 10 nm × 0.0047/0.979 = 0.048 nm.

A thousand synthetic data sets scatter by 0.048 nm about a mean of 1.999 nm. The first has s = 0.2214, which gives 2.05 nm from (5) and 2.21 nm from the simple rule.

This answers the opening question. The correction matters when (1 − c)(t − x) is not small compared with σ_x. Here it is 0.165 nm against 0.048 nm, so it should be made even at 2.0 V. Longer records would reduce the scatter but leave the error of the simple rule in place.

**10. When the inference fails**

Equation (5) needs a trap with two charge states in equilibrium with the channel. Additional configurations of either charge state do no harm if their relative energies are independent of V and the dwell times include the time spent in them: they only replace the factor 1/2 in (1) by another constant. A third charge state, if it is reached at an appreciable rate, gives the middle one a second exit and breaks the relation. A large drain bias removes the common channel Fermi level and makes u vary along the channel. Even at small drain bias, disorder can make u vary from place to place; c at the trap may then differ from the measured average over the gate, which matters most near and below threshold, where c changes rapidly with u. A gate that depletes takes up part of V itself, so V in (3), and in the derivatives that define s and c, must then be the potential at the gate–insulator surface. If the trap moves on charging, x is the position of its charged state, provided that the other state is neutral. If the image energy of the trap charge changes with channel density, ε0 depends on V and adds a term to s that (5) would misread as depth. The finite C_q of section 4 implies such a change, since it also sets how well the channel screens the trap charge. A linear-screening estimate for the model device, with the same permittivity behind the channel, gives a depth shift of about 0.01 nm at 2.0 V, 0.06 nm at 1.0 V, 0.3 nm at 0.5 V and 3 nm at 0.1 V, with a sign that depends on which state is charged. Equation (5) is therefore reliable well above threshold and not near or below it.

The numerical output below lists the values used here.

Computed results

```
temperature 300 K; thermal voltage 25.852 mV
thickness 10.0 nm; true depth 2.0 nm
relative permittivity 4.0; C_ins 3.542 mF/m^2
channel mass 0.5 m_e; barrier mass 0.5 m_e
band edge 0.30 eV; trap level 0.65 eV (zero field)
barrier 3.0 eV; relaxation energy 0.5 eV
rate prefactor 1e+13 1/s
density of states 2.089 per eV nm^2
V[V]  u[V]  n[1e16/m^2]  E_T-E_F[meV]  tau_c[s]  tau_e[s]  ratio
1.0  0.2726  1.608  231.90  35.17  0.008943  3933
1.5  0.2885  2.678  119.16  1.854  0.03693  50.21
2.0  0.3001  3.758  9.89  0.1585  0.2162  0.7329
2.5  0.3096  4.842  -97.71  0.0207  1.813  0.01142
3.0  0.3179  5.929  -204.32  0.004051  21.93  0.0001848
V[V]  c  s  simple depth s*t [nm]  corrected depth [nm]
0.1  0.03813  0.96950  9.695  2.000
0.3  0.76583  0.38734  3.873  2.000
0.5  0.90413  0.27669  2.767  2.000
1.0  0.96053  0.23158  2.316  2.000
2.0  0.97933  0.21654  2.165  2.000
3.0  0.98437  0.21251  2.125  2.000
at 2.0 V: quantum capacitance 167.78 mF/m^2
at 2.0 V: d ln(ratio)/dV -8.3761 1/V
separate slopes: ln tau_c -4.485, ln tau_e 3.891 1/V
relaxation energy 0.8 eV: tau_c 2.763 s, tau_e 3.77 s, ratio 0.7329
barrier 3.5 eV: tau_c 1.279 s, tau_e 1.745 s, ratio 0.7329
fixed sheet 1.0e16 charges/m^2 at 6.0 nm: ln(ratio) shift -1.512
with sheet: s 0.21548, c 0.98065, depth 2.000 nm
gate exchange: d ln(ratio)/dV +30.3057 1/V
equal times at V 1.9629 V; trap potential 0.6321 V
kT ln2 17.92 meV; level found 0.6500 eV
records: 9 voltages 1.8-2.2 V, 400 dwells of each kind
sum of squared voltage offsets 0.150 V^2
predicted errors: s 0.00472, depth 0.0482 nm
first record: s 0.22138, depth 2.049 nm
1000 records: mean depth 1.9987 nm, spread 0.0480 nm
```
